# Fermi level of a degenerate electron gas by the Joyce-Dixon expansion

## Problem

A heavily doped n-type layer contains \(n=1.00\times10^{20}\ \mathrm{cm^{-3}}\) free electrons at \(T=300\) K. The effective density of states of its conduction band is \(N_c=2.86\times10^{19}\ \mathrm{cm^{-3}}\). Take the band to be parabolic with a sharp edge \(E_c\), and the electrons to be independent and in thermal equilibrium. Define

\[
u=\frac{n}{N_c},\qquad \eta=\frac{E_F-E_c}{kT}.
\]

1. Derive the relation between \(u\) and \(\eta\), and invert it in the Joyce-Dixon form
\[
\eta\simeq\ln u+A_1u+A_2u^2+A_3u^3+A_4u^4 .
\]
2. Find \(E_F-E_c\) for the layer and judge the truncation error.
3. Compare the result with the nondegenerate and zero-temperature formulas. Find its response to a 10 percent loss of free electrons, and to operation at 400 K with \(n\) fixed.
4. The layer is an n+ silicon contact. Estimate the effects left out by the rigid parabolic band. Use these rough values: six valleys, relative permittivity 11.7, nonparabolicity \(\alpha=0.5\ \mathrm{eV^{-1}}\), and isolated-donor depth \(E_d=0.045\) eV.

## Solution

### 1. From electron counting to the expansion

Measure energy from the band edge, \(E=kTx\). With both spins included, and with \(m\) the density-of-states mass that accounts for all valleys, the density of states is \((2m/\hbar^2)^{3/2}\sqrt E/(2\pi^2)\). Multiplying by the Fermi function and integrating gives

\[
n=\frac1{2\pi^2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}
\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .
\]

The effective density is \(N_c=2[mkT/(2\pi\hbar^2)]^{3/2}\), so

\[
\left(\frac{2mkT}{\hbar^2}\right)^{3/2}=(4\pi)^{3/2}\frac{N_c}{2}=4\pi^{3/2}N_c .
\]

The prefactor is therefore \(2N_c/\sqrt\pi\), and

\[
u=F_{1/2}(\eta),\qquad
F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}},
\]

because \(\Gamma(3/2)=\sqrt\pi/2\).

Let \(z=e^\eta\). For \(z<1\) the Fermi function is a geometric series, \(\sum_{k\ge1}(-1)^{k+1}z^ke^{-kx}\). Since \(\int_0^\infty\sqrt x\,e^{-kx}dx=\sqrt\pi/(2k^{3/2})\), integration term by term gives

\[
u=z\,\phi(z),\qquad \phi(z)=1-az+bz^2-cz^3+dz^4-\cdots,
\]

\[
a=2^{-3/2}=\frac{\sqrt2}{4},\quad b=3^{-3/2}=\frac{\sqrt3}{9},\quad
c=4^{-3/2}=\frac18,\quad d=5^{-3/2}=\frac{\sqrt5}{25}.
\]

The ratio of successive terms tends to \(z\) in magnitude, so this series diverges for \(z>1\). Its inverse can nevertheless be found near \(u=0\) and then examined at larger \(u\).

As \(u\to0\), \(z/u\to1\), so \(\ln(z/u)=\sum_{m\ge1}A_mu^m\). Differentiation gives

\[
\frac1z\frac{dz}{du}-\frac1u=\sum_{m\ge1}mA_mu^{m-1}.
\]

Multiply by \(u^{-m}\) and integrate around a small circle about \(u=0\). On the right, the coefficient of \(u^{-1}\) is \(mA_m\). On the left, the term \(-u^{-m-1}\) contributes nothing for \(m\ge1\). In the remaining term, change the variable from \(u\) to \(z\). The new path also circles the origin once, because \(u\simeq z\) there:

\[
mA_m=\frac1{2\pi i}\oint\frac{dz}{z\,u(z)^m}
=\frac1{2\pi i}\oint\frac{\phi(z)^{-m}}{z^{m+1}}\,dz
=[z^m]\,\phi(z)^{-m}.
\]

Here \([z^m]\) denotes the coefficient of \(z^m\). Write \(\phi=1+s\), with \(s=-az+bz^2-cz^3+dz^4-\cdots\). The binomial expansions needed are

\[
\begin{aligned}
(1+s)^{-1}&=1-s+\cdots,\\
(1+s)^{-2}&=1-2s+3s^2-\cdots,\\
(1+s)^{-3}&=1-3s+6s^2-10s^3+\cdots,\\
(1+s)^{-4}&=1-4s+10s^2-20s^3+35s^4-\cdots .
\end{aligned}
\]

The required coefficients of the powers of \(s\) are:

- for \(z^2\): \(b\) in \(s\), and \(a^2\) in \(s^2\);
- for \(z^3\): \(-c\) in \(s\), \(-2ab\) in \(s^2\), and \(-a^3\) in \(s^3\);
- for \(z^4\): \(d\) in \(s\), \(b^2+2ac\) in \(s^2\), \(3a^2b\) in \(s^3\), and \(a^4\) in \(s^4\).

Collecting them and dividing by \(m\) gives

\[
\begin{aligned}
A_1&=a=\frac{\sqrt2}{4}=0.353553,\\
A_2&=\frac{-2b+3a^2}{2}=\frac3{16}-\frac{\sqrt3}{9}
=-4.95009\times10^{-3},\\
A_3&=\frac{3c-12ab+10a^3}{3}
=\frac18-\frac{\sqrt6}{9}+\frac{5\sqrt2}{48}
=1.48386\times10^{-4},\\
A_4&=\frac{-4d+10(b^2+2ac)-60a^2b+35a^4}{4}\\
&=-\frac{\sqrt5}{25}+\frac5{54}+\frac{5\sqrt2}{32}
-\frac{5\sqrt3}{24}+\frac{35}{256}
=-4.42563\times10^{-6}.
\end{aligned}
\]

This derivation fixes the coefficients near \(u=0\). It does not by itself establish the accuracy at \(u>1\), which must be checked against the full integral.

### 2. The Fermi level

The inputs give

\[
u=\frac{1.00\times10^{20}}{2.86\times10^{19}}=3.4965,\qquad kT=0.025852\ \mathrm{eV}.
\]

Substituting term by term,

\[
\begin{aligned}
\eta&=1.251763+1.236201-0.060518+0.006343-0.000661\\
&=2.433128 .
\end{aligned}
\]

Hence

\[
\boxed{E_F-E_c=(0.025852\ \mathrm{eV})(2.433128)=0.0629\ \mathrm{eV}\simeq0.063\ \mathrm{eV}.}
\]

The positive sign places the Fermi level inside the conduction band. Stopping after \(A_1u\), \(A_2u^2\), \(A_3u^3\) and \(A_4u^4\) gives 0.0643, 0.0628, 0.0629 and 0.0629 eV respectively.

A numerical solution of \(F_{1/2}(\eta)=u\) gives \(\eta=2.433179\). Relative to that root, the fourth-order energy is low by 0.0013 meV. The first omitted term, \(A_5u^5=0.000053\), accounts for the size and sign of this difference. At the solution \(z=11.4\), so the original series in \(z\) diverges although the truncated inverse is accurate.

The agreement does not extend to arbitrary density. With \(N_c\) and \(T\) held fixed, the fourth-order error is \(-0.29\) meV at \(3\times10^{20}\ \mathrm{cm^{-3}}\) and \(-85\) meV at \(10^{21}\ \mathrm{cm^{-3}}\). At the latter density the integral should be solved numerically.

### 3. Limits and sensitivity

For \(u\ll1\), the logarithm dominates and

\[
E_F-E_c\simeq kT\ln u .
\]

Used outside its range for this layer, the formula gives 0.0324 eV, about half the required value. It replaces the Fermi function by \(e^{\eta-x}\), which exceeds one for states below the Fermi level. It therefore puts more than one electron in each such state and reaches the given density at too low a Fermi energy. The term \(A_1u\) supplies most of the correction.

In the opposite limit the Fermi function becomes a step. Then

\[
u=\frac2{\sqrt\pi}\int_0^\eta\sqrt x\,dx
=\frac{4}{3\sqrt\pi}\eta^{3/2},
\qquad
\eta=\left(\frac{3\sqrt\pi\,u}{4}\right)^{2/3}.
\]

Multiplication by \(kT\) gives 0.0720 eV. The temperature cancels from this product, because \(N_c\propto T^{3/2}\) makes \(u^{2/3}\propto1/T\). The layer lies between the two limits, and neither formula replaces the expansion here.

For the response to density, differentiate \(F_{1/2}\). The Fermi function depends on \(x-\eta\), so its derivative with respect to \(\eta\) is minus its derivative with respect to \(x\). Integration by parts, with vanishing end terms, gives

\[
\frac{dF_{1/2}}{d\eta}
=\frac{1}{2\Gamma(3/2)}\int_0^\infty
\frac{x^{-1/2}dx}{1+e^{x-\eta}}
=F_{-1/2}(\eta),
\]

where \(\Gamma(3/2)=\Gamma(1/2)/2\) was used. Therefore

\[
\frac{dE_F}{dn}=\frac{kT}{N_cF_{-1/2}(\eta)} .
\]

At the solution \(F_{-1/2}=1.640\). A 10 percent density loss changes \(u\) by \(-0.350\), so the linear estimate is

\[
\Delta E_F\simeq-\frac{(0.02585\ \mathrm{eV})(0.350)}{1.640}=-5.5\ \mathrm{meV}.
\]

Solving the integral at the lower density gives \(E_F-E_c=0.0572\) eV, a fall of 5.7 meV. This matters for activation: \(n\) is the free-electron density, not the chemical density of dopant atoms.

At 400 K, \(N_c\) rises by \((400/300)^{3/2}\) to \(4.40\times10^{19}\ \mathrm{cm^{-3}}\). With \(n\) and the mass fixed, the full integral gives 0.0551 eV. The fall in \(\eta\) outweighs the increase in \(kT\).

### 4. What the silicon layer adds

**Nonparabolicity.** Replace \(E=\hbar^2k^2/2m\) by \(E(1+\alpha E)=\hbar^2k^2/2m\). In thermal units \(k^2\propto x(1+\alpha kTx)\), and the number of states is proportional to \(k^2dk\). Differentiating \(k^2\) gives

\[
u=\frac2{\sqrt\pi}\int_0^\infty
\frac{\sqrt{x(1+\alpha kTx)}\,(1+2\alpha kTx)}{1+e^{x-\eta}}\,dx .
\]

If \(N_c\) is defined by the band-edge mass, the Fermi level becomes 0.0589 eV. If \(N_c\) instead represents the thermal count at low density, it already contains part of the effect. The right side must then be divided by the same expression, including the prefactor \(2/\sqrt\pi\), with \(e^{-x}\) in place of the Fermi function. The result is 0.0615 eV. The reduction is thus 4.0 or 1.4 meV, depending on the meaning of the supplied \(N_c\).

**Exchange.** Let \(C=e^2/(4\pi\epsilon)\), where \(\epsilon\) includes the permittivity of silicon; \(C=0.123\) eV nm. Treat each valley as isotropic, and include exchange between electrons of the same spin and valley. The unscreened energy shift at the valley minimum is

\[
\Sigma(0)=-\int\frac{d^3k}{(2\pi)^3}\frac{4\pi C}{k^2}f_k
=-\frac{2C}{\pi}\int_0^\infty f_k\,dk .
\]

Define \(k_{\rm th}\) by \(\hbar^2k_{\rm th}^2/2m_v=kT\), with \(m_v\) the mass of one valley. Each valley contributes \(N_c/6=2(k_{\rm th}^2/4\pi)^{3/2}\), so

\[
k_{\rm th}=\sqrt{4\pi}\left(\frac{N_c}{12}\right)^{1/3}
=0.4735\ \mathrm{nm^{-1}}.
\]

With \(k=k_{\rm th}\sqrt x\), the integral of \(f_k\) is \(k_{\rm th}\sqrt\pi F_{-1/2}/2\). Hence

\[
\Sigma(0)=-\frac{Ck_{\rm th}F_{-1/2}}{\sqrt\pi}=-0.054\ \mathrm{eV}.
\]

At nonzero \(k\), the interaction is \(4\pi C/|\mathbf k-\mathbf k'|^2\). Integrating over the angle between the wave vectors gives

\[
\Sigma(k)=-\frac{C}{\pi k}\int_0^\infty k'f_{k'}
\ln\left|\frac{k+k'}{k-k'}\right|dk' .
\]

At \(k=k_{\rm th}\sqrt\eta\), where the unperturbed energy equals \(E_F\), this is \(-0.031\) eV. Without screening, the edge is lowered more than that state by about 0.02 eV, and \(E_F-E_c\) would widen. At fixed \(n\) the first-order shift of \(E_F\) is the average of \(\Sigma(k)\) with weight \(k^2f_k(1-f_k)\), not its value at one wave number. This gives a widening of 0.027 eV, or about 0.03 eV when the occupations are made self-consistent.

Screening removes most of this difference. With the screening length \(L=0.60\) nm found below, the interaction at wave-number transfer \(q\) becomes \(4\pi C/(q^2+L^{-2})\). Since \(1/L\) is more than twice the wave number at \(E_F\), the interaction is far flatter than the bare one: it falls by 16 percent from \(q=0\) to that wave number, and by 44 percent at twice that wave number. The two shifts become \(-0.0039\) and \(-0.0034\) eV, which differ by only 0.5 meV. With \(1/L\) halved, the difference is still only about 3 meV. These are rough values, since the screening is static and correlation is absent. They also assume isotropic valleys. With a longitudinal-to-transverse mass ratio near 4.8, as in silicon, the wave number at \(E_F\) along the long axis is 1.25 nm\(^{-1}\), so \(1/L\) is only 1.3 times as large, and the screened difference ranges from 0.3 to 0.9 meV with direction (1.8 to 4.0 meV with \(1/L\) halved).

**Random donors.** Suppose that there is one ionized donor per free electron. If the potential energy of an electron rises by a small amount \(U\), the local density changes by \(-(dn/dE_F)U\). Poisson's equation then becomes \(\nabla^2U=U/L^2\) away from the donor, with

\[
\frac1{L^2}=4\pi C\frac{dn}{dE_F}
=4\pi C\frac{N_cF_{-1/2}}{kT},\qquad L=0.60\ \mathrm{nm}.
\]

Each donor contributes \(U=-Ce^{-r/L}/r\). For independent random positions the variances add:

\[
\langle(\delta U)^2\rangle
=n\int_0^\infty4\pi r^2\frac{C^2e^{-2r/L}}{r^2}\,dr
=2\pi nLC^2 .
\]

The rms energy is 0.075 eV, larger than the calculated Fermi energy. Linear screening is therefore strained, and quantum smoothing and donor correlations are omitted. The number describes the potential at a point, and about 86 percent of the variance comes from within \(L\) of a donor. On average only 0.09 donors lie within \(L\) of a given point, so the distribution is far from Gaussian: the central 68 percent of points spans a half-width of about 0.034 eV, and fewer than one point in ten departs from the mean by more than the rms value. The screening law used is also a long-wavelength one. At \(q=1/L\) the static free-electron response has fallen to about half its \(q=0\) value, and including this raises the rms energy to about 0.088 eV. An electron wave averages over a larger region. Smoothing the potential with a Gaussian of standard deviation 1.35 nm along each axis, the inverse wave number at \(E_F\), lowers the rms energy to about 0.013 eV. This width is a rough choice, and the result depends on it: 1.0 nm gives 0.019 eV and 2.0 nm gives 0.008 eV. Neither number is a shift of the mean edge or a measured width.

**Donor binding.** An isolated donor has one empty state and two spin states when occupied, at energy \(E_c-E_d\). Its ionized fraction would be

\[
\frac1{1+2\exp[(E_F-E_c+E_d)/kT]}=0.0076 .
\]

This would contradict the assumption of one free electron per donor, but the donors are not isolated. A hydrogenic state has \(E_d=C/(2a_B)\), so \(a_B=1.37\) nm and \(n^{1/3}a_B=0.63\). This exceeds the rough Mott value of 0.25 for the loss of separate bound states. The isolated-donor formula is not applicable here.

**Reading the result for a real contact.** A free-electron density near \(10^{20}\ \mathrm{cm^{-3}}\) is a reasonable value for heavily doped n-type silicon contacts, and the supplied \(N_c\) is of the right size for silicon at room temperature. Real layers do not have the sharp, rigid edge assumed here. The estimates above show how much depends on the treatment: screening cuts the difference between the exchange shifts at the edge and at \(E_F\) from about 0.02 eV to a few millielectronvolts or less, and smoothing cuts the disorder energy from 0.075 to about 0.013 eV. They should not be added as corrections, because they describe different quantities and use different approximations. Incomplete activation matters separately if the dopant concentration has been used for \(n\). The value 0.063 eV is thus an accurate coordinate within the ideal-band model. These rough estimates do not fix the position relative to the edge of a real layer, which needs a treatment of screening, correlation and disorder together.

## Values computed for the example and the checks

```
electron density n = 1.000e+20 cm^-3
effective density Nc = 2.860e+19 cm^-3
temperature T = 300 K
thermal energy kT = 0.025852 eV
ratio u = 3.496503 (no unit)
coefficient A1 = 3.535534e-01 (no unit)
coefficient A2 = -4.950090e-03 (no unit)
coefficient A3 = 1.483858e-04 (no unit)
coefficient A4 = -4.425630e-06 (no unit)
coefficient A5 = 1.006362e-07 (no unit)
term ln u = 1.251763 (no unit)
term A1 u^1 = 1.236201 (no unit)
term A2 u^2 = -0.060518 (no unit)
term A3 u^3 = 0.006343 (no unit)
term A4 u^4 = -0.000661 (no unit)
term A5 u^5 = 0.000053 (no unit)
E_F - E_c, order 1 = 0.064319 eV
E_F - E_c, order 2 = 0.062754 eV
E_F - E_c, order 3 = 0.062918 eV
E_F - E_c, order 4 = 0.062901 eV
Joyce-Dixon eta, order 4 = 2.433128 (no unit)
full-integral eta = 2.433179 (no unit)
full-integral E_F - E_c = 0.062903 eV
order-4 error = -0.00132 meV
mesh shift, 20 to 40 steps = 6.55e-04 meV
fugacity z = 11.395 (no unit)
density recounted = 9.999760e+19 cm^-3
Boltzmann E_F - E_c = 0.03236 eV
zero-temperature formula = 0.07200 eV
F_-1/2 at full eta = 1.64016 (no unit)
order-4 error at 3e+20 cm^-3 = -0.294 meV
order-4 error at 1e+21 cm^-3 = -84.546 meV
rough valley number = 6
rough relative permittivity = 11.7
rough nonparabolicity = 0.50 /eV
nonparabolic, edge Nc = 0.05894 eV
nonparabolic, thermal Nc = 0.06146 eV
thermal wave number = 0.4735 nm^-1
exchange shift at edge = -0.0539 eV
exchange shift at E_F = -0.0312 eV
screening length = 0.597 nm
random-donor rms energy = 0.0754 eV
rough donor depth = 0.045 eV
isolated-donor ionized share = 0.76 percent
donor radius = 1.367 nm
n^(1/3) a_B = 0.635 (no unit)
rough Mott value = 0.25 (no unit)
E_F - E_c, 10 percent fewer n = 0.05724 eV
Nc at 400 K = 4.403e+19 cm^-3
E_F - E_c at 400 K = 0.05513 eV
```
